# Is the electron's g = 2 a consequence of Lorentz invariance?: a numerical check

```python
"""
Result under test: g = 2 follows from a first-order spin-1/2 equation with
minimal coupling, Galilean (Levy-Leblond) as well as Lorentzian (Dirac), and
a Pauli term gives g = 2(1+a) in both.

Atomic units, electron charge -1, pi = p + A, Bohr magneton = 1/2.
Levy-Leblond:  (i d/dt - U - (a/2) sigma.B) phi = sigma.pi chi,
               sigma.pi phi = 2 chi.
Dirac-Pauli:   H = c alpha.pi + beta c^2 + (a/2) beta Sigma.B.
field = B, trap = oscillator frequency of the channel, a = Pauli coefficient,
spin index 0 = up, 1 = down along the field.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm

rng = np.random.default_rng(7)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one2, one4 = np.eye(2), np.eye(4)
alpha = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], one2)

# ---------- Linearization with a randomly rotated set of matrices ----------
five = alpha + [beta, alpha[0] @ alpha[1] @ alpha[2] @ beta]
Q, _ = np.linalg.qr(rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))
Gam = [Q @ five[k] @ Q.conj().T for k in (4, 0, 2, 1)]
P_plus, P_minus = (one4 + Gam[3]) / 2, (one4 - Gam[3]) / 2
energy, mom = 0.73, rng.normal(size=3)
Gp = sum(m * G for m, G in zip(mom, Gam[:3]))
theta = -1j * energy * P_plus + Gp + 2j * P_minus
theta_left = -1j * energy * P_minus - Gp + 2j * P_plus
assert np.allclose(theta_left @ theta, (2 * energy - mom @ mom) * one4,
                   atol=1e-12)

products = []
for choice in itertools.product((0, 1), repeat=4):
    prod = one4.astype(complex)
    for used, G in zip(choice, Gam):
        if used:
            prod = prod @ G
    products.append(prod.ravel())
clifford_rank = np.linalg.matrix_rank(np.array(products))
assert clifford_rank == 16

spin = [-0.5j * Gam[(k + 1) % 3] @ Gam[(k + 2) % 3] for k in range(3)]
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    comm = spin[i] @ spin[j] - spin[j] @ spin[i]
    assert np.allclose(comm, 1j * spin[k], atol=1e-12)
assert np.allclose(sum(s @ s for s in spin), 0.75 * one4, atol=1e-12)

# ---------- Galilean covariance in non-uniform, time-dependent fields ------
x, y, z, t = sp.symbols("x y z t", real=True)
coords = (x, y, z)
sig = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
       sp.Matrix([[1, 0], [0, -1]])]


def pi_op(k, psi, A):
    return -sp.I * psi.diff(coords[k]) + A[k] * psi


def sigma_pi(psi, A):
    out = sp.zeros(2, 1)
    for k in range(3):
        out += sig[k] * pi_op(k, psi, A)
    return out


def sigma_B(A):
    out = sp.zeros(2, 2)
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        out += sig[k] * (sp.diff(A[j], coords[i]) - sp.diff(A[i], coords[j]))
    return out


def residuals(phi, chi, A, U, a):
    first = (sp.I * phi.diff(t) - U * phi - sigma_pi(chi, A)
             - a / 2 * sigma_B(A) * phi)
    return first, sigma_pi(phi, A) - 2 * chi


def size_at_point(matrix):
    point = {x: sp.Rational(3, 7), y: sp.Rational(-5, 11),
             z: sp.Rational(2, 3), t: sp.Rational(4, 9)}
    return max(abs(complex(sp.N(e.subs(point), 20))) for e in matrix)


phi = sp.Matrix([(x + sp.I * y * t) * sp.exp(sp.I * z), x * z - sp.I * t])
chi = sp.Matrix([y**2 + sp.I * x, z * t + x * y])
A = [y * z + t * x, x**2 - z * t, x * y * t]
U = x * y + z**2 * t
a_sym = sp.Rational(3, 10)
vel = [sp.Rational(1, 3), sp.Rational(-1, 2), sp.Rational(2, 5)]

pi_squared = sp.zeros(2, 1)
for k in range(3):
    pi_squared += pi_op(k, pi_op(k, phi, A), A)
identity_gap = sigma_pi(sigma_pi(phi, A), A) - pi_squared - sigma_B(A) * phi
assert size_at_point(identity_gap) < 1e-12

phase = sp.exp(sp.I * (-sum(v * q for v, q in zip(vel, coords))
                       + sum(v * v for v in vel) * t / 2))
sig_v = sp.zeros(2, 2)
for k in range(3):
    sig_v += vel[k] * sig[k]
shift_map = {q: q + v * t for q, v in zip(coords, vel)}


def moved(expr):
    return expr.subs(shift_map, simultaneous=True)


first, second = residuals(phi, chi, A, U, a_sym)
first_b, second_b = residuals(
    moved(phase * phi), moved(phase * (chi - sig_v * phi / 2)),
    [moved(comp) for comp in A],
    moved(U + sum(v * comp for v, comp in zip(vel, A))), a_sym)
gap_first = size_at_point(first_b - moved(phase * (first - sig_v * second / 2)))
gap_second = size_at_point(second_b - moved(phase * second))
assert size_at_point(first) > 0.01 and size_at_point(second) > 0.01
assert gap_first < 1e-12 and gap_second < 1e-12

# ---------- Lorentz covariance of the Pauli term ---------------------------
metric = np.diag([1.0, -1.0, -1.0, -1.0])
gamma = [beta] + [beta @ al for al in alpha]
sigma_mn = [[0.5j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m])
             for n in range(4)] for m in range(4)]


def contract(F_lower):
    return sum(F_lower[m, n] * sigma_mn[m][n]
               for m in range(4) for n in range(4))


def antisymmetric():
    r = 0.4 * rng.normal(size=(4, 4))
    return r - r.T


w_lower, F_lower = antisymmetric(), antisymmetric()
Lam = expm(metric @ w_lower)
S = expm(-0.25j * contract(w_lower))
S_inv = np.linalg.inv(S)
for m in range(4):
    rotated = sum(Lam[m, n] * gamma[n] for n in range(4))
    assert np.allclose(S_inv @ gamma[m] @ S, rotated, atol=1e-9)
F_upper_new = Lam @ (metric @ F_lower @ metric) @ Lam.T
assert np.allclose(S @ contract(F_lower) @ S_inv,
                   contract(metric @ F_upper_new @ metric), atol=1e-9)

B_vec = rng.normal(size=3)
F_mag = np.zeros((4, 4))
for k in range(3):
    i, j = (k + 1) % 3 + 1, (k + 2) % 3 + 1
    F_mag[i, j], F_mag[j, i] = -B_vec[k], B_vec[k]
Sigma_B = sum(b * np.kron(one2, s) for b, s in zip(B_vec, pauli))
assert np.allclose(-0.25 * contract(F_mag), 0.5 * Sigma_B, atol=1e-12)


# ---------- First-order equations in an oscillator basis -------------------
def operators(width, size):
    """x and p from `size` oscillator states into size+1 states, exactly."""
    low = np.diag(np.sqrt(np.arange(1.0, size + 1)), 1)
    pos = (low + low.T) / np.sqrt(2 * width)
    mom_x = 1j * np.sqrt(width / 2) * (low.T - low)
    return pos[:, :size], mom_x[:, :size]


def spin_flip_pi(field, pos, mom_x, s):
    """Part of sigma.pi that leads from spin s to the opposite spin."""
    return pauli[0][1 - s, s] * mom_x + pauli[1][1 - s, s] * field * pos


def levy_leblond(field, trap, a, s, size=40):
    """Finite eigenvalues of the two coupled first-order equations."""
    omega = np.hypot(field, trap)
    pos, mom_x = operators(1.3 * omega, size)
    K = spin_flip_pi(field, pos, mom_x, s)
    upper = (0.5 * trap**2 * pos.T @ pos
             + 0.5 * a * field * pauli[2][s, s].real * np.eye(size))
    pencil = np.block([[upper, K.conj().T], [K, -2 * np.eye(size + 1)]])
    weight = np.diag(np.r_[np.ones(size), np.zeros(size + 1)])
    start = -3 * omega
    inverse = np.linalg.eigvals(
        np.linalg.solve(pencil - start * weight, weight)).real
    inverse = inverse[inverse > 1e-6 * inverse.max()]
    assert len(inverse) == size
    return np.sort(start + 1 / inverse)


def dirac_pauli(field, a, c, s, size=40):
    """Positive-branch energies minus c^2, uniform field, no trap."""
    pos, mom_x = operators(1.3 * field, size)
    K = spin_flip_pi(field, pos, mom_x, s)
    up_sign, low_sign = pauli[2][s, s].real, pauli[2][1 - s, 1 - s].real
    upper = 0.5 * a * field * up_sign * np.eye(size)
    lower = (-2 * c**2 - 0.5 * a * field * low_sign) * np.eye(size + 1)
    H = np.block([[upper, c * K.conj().T], [c * K, lower]])
    return np.linalg.eigvalsh(H)[-size:]


# ---------- Worked example: parabolic channel in a magnetic field ----------
hartree = const.value("Hartree energy in eV")
bohr = const.value("Bohr radius") * 1e10
c_light = 1 / const.value("fine-structure constant")
mag_length, trap_length = 100.0, 50.0          # angstrom
field, trap = (bohr / mag_length)**2, (bohr / trap_length)**2
omega = np.hypot(field, trap)
tesla = const.hbar / (const.e * (mag_length * 1e-10)**2)
magneton_energy = const.value("Bohr magneton in eV/T") * tesla
g_electron = abs(const.value("electron g factor"))
cases = [("no Pauli term", 0.0), ("a = -1", -1.0), ("a = 0.5", 0.5),
         ("electron anomaly", g_electron / 2 - 1)]

print(f"Independent products of the four matrices: {clifford_rank}")
print(f"Magnetic length: {mag_length:.0f} angstrom")
print(f"Channel oscillator length: {trap_length:.0f} angstrom")
print(f"Cyclotron energy B: {field * hartree:.7f} eV")
print(f"Channel energy omega0: {trap * hartree:.7f} eV")
print(f"Combined energy Omega: {omega * hartree:.7f} eV")
print(f"Bohr magneton times field: {magneton_energy:.7f} eV")
print("Levy-Leblond equation, lowest pair of levels:")
for label, a in cases:
    lev = [levy_leblond(field, trap, a, s) for s in (0, 1)]
    n = np.arange(4)
    for s, sign in ((0, 1), (1, -1)):
        formula = omega * (n + 0.5) + sign * (1 + a) * field / 2
        assert np.allclose(lev[s][:4], formula, rtol=0, atol=1e-7 * omega)
    split = (lev[0][0] - lev[1][0]) * hartree
    g_found = split / magneton_energy
    assert abs(g_found - 2 * (1 + a)) < 2e-6
    print(f" {label}: up {lev[0][0] * hartree:.7f} eV,"
          f" down {lev[1][0] * hartree:.7f} eV")
    print(f"   splitting {abs(split):.7f} eV, g = {abs(g_found):.5f}")

# ---------- Same free operator, different coupled operators ----------------
print("Minimal coupling of lambda (sigma.p)^2/2 + (1-lambda) p^2/2:")
pos, mom_x = operators(1.3 * omega, 40)
scalar = mom_x.conj().T @ mom_x + field**2 * pos.T @ pos
for lam in (0.0, 0.35, 1.0):
    ground = []
    for s in (0, 1):
        K = spin_flip_pi(field, pos, mom_x, s)
        H = (0.5 * lam * K.conj().T @ K + 0.5 * (1 - lam) * scalar
             + 0.5 * trap**2 * pos.T @ pos)
        ground.append(np.linalg.eigvalsh(H)[0])
    g_lam = (ground[0] - ground[1]) * hartree / magneton_energy
    assert abs(g_lam - 2 * lam) < 2e-6
    print(f" lambda = {lam:.2f}: g = {abs(g_lam):.5f}")

# ---------- Dirac-Pauli levels and their nonrelativistic limit -------------
strong, a_dp = 0.5, 0.3
print(f"Dirac-Pauli equation, a = {a_dp}, limit 2(1+a) = {2 * (1 + a_dp):.5f}:")
errors = []
for c in (10.0, 20.0, 40.0):
    lev = [dirac_pauli(strong, a_dp, c, s) for s in (0, 1)]
    for s, sign, offset in ((0, 1, 1), (1, -1, 0)):
        n = np.arange(4) + offset
        formula = (np.sqrt(c**4 + 2 * n * strong * c**2) - c**2
                   + sign * a_dp * strong / 2)
        assert np.allclose(lev[s][:4], formula, rtol=0, atol=1e-8)
    g_eff = (lev[0][0] - lev[1][0]) / (strong / 2)
    errors.append(g_eff - 2 * (1 + a_dp))
    ratio = strong / c**2
    assert abs(errors[-1] + ratio) < 2 * ratio**2
    print(f" B/c^2 = {ratio:.7f}: g = {g_eff:.7f}")
assert abs(errors[0] / errors[1] - 4) < 0.05
assert abs(errors[1] / errors[2] - 4) < 0.05

r = field / c_light**2
g_shift = 2 * (2 / (np.sqrt(1 + 2 * r) + 1) - 1)
print(f"B/c^2 for magnetic length {mag_length:.0f} angstrom: {r:.3e}")
print(f"Relativistic shift of g there, no trap, a = 0: {g_shift:.3e}")
print(f"Tabulated electron g factor (magnitude): {g_electron:.8f}")
print(f"Tabulated proton g factor: {const.value('proton g factor'):.6f}")
print("PASS")
```

Running it gives:

```
Independent products of the four matrices: 16
Magnetic length: 100 angstrom
Channel oscillator length: 50 angstrom
Cyclotron energy B: 0.0007620 eV
Channel energy omega0: 0.0030480 eV
Combined energy Omega: 0.0031418 eV
Bohr magneton times field: 0.0003810 eV
Levy-Leblond equation, lowest pair of levels:
 no Pauli term: up 0.0019519 eV, down 0.0011899 eV
   splitting 0.0007620 eV, g = 2.00000
 a = -1: up 0.0015709 eV, down 0.0015709 eV
   splitting 0.0000000 eV, g = 0.00000
 a = 0.5: up 0.0021424 eV, down 0.0009994 eV
   splitting 0.0011430 eV, g = 3.00000
 electron anomaly: up 0.0019523 eV, down 0.0011895 eV
   splitting 0.0007629 eV, g = 2.00232
Minimal coupling of lambda (sigma.p)^2/2 + (1-lambda) p^2/2:
 lambda = 0.00: g = 0.00000
 lambda = 0.35: g = 0.70000
 lambda = 1.00: g = 2.00000
Dirac-Pauli equation, a = 0.3, limit 2(1+a) = 2.60000:
 B/c^2 = 0.0050000: g = 2.5950248
 B/c^2 = 0.0012500: g = 2.5987516
 B/c^2 = 0.0003125: g = 2.5996876
B/c^2 for magnetic length 100 angstrom: 1.491e-09
Relativistic shift of g there, no trap, a = 0: -1.491e-09
Tabulated electron g factor (magnitude): 2.00231930
Tabulated proton g factor: 5.585695
PASS
```
